# How a Graphene Source Sharpens Subthreshold Switching, and Where It Stops, part 1

(Sections cited here and not found follow in the second part.)

## First half: the ideal graphene source

An n-type transistor is switched off by a barrier in its channel. Electrons enter from the source, and those with energy above the barrier top $\Phi$ reach the drain. The subthreshold swing $S$ is the change of gate voltage that changes the current tenfold, so a small $S$ means sharp switching. This problem compares a source with a constant density of injecting states and a graphene source whose density of states falls towards its Dirac point.

Energies are measured from the source Fermi level, $E_F=0$. The graphene is p-doped, so its Dirac point lies at $E_D>0$, among the hot electrons that would cross a high barrier. The temperature is $T$, $k$ is Boltzmann's constant, and $q>0$ is the elementary charge. The following assumptions define the ideal model.

- The gate moves the barrier one for one, $d\Phi=-q\,dV_G$, and leaves the graphene unchanged.
- The source limits the number of injecting channels, and electrons above the barrier are transmitted with an energy-independent probability $\mathcal T$.
- Electrons do not scatter between the graphene edge and the drain, and the drain sends none back.

### (a) How many channels does graphene offer at energy $E$, and how is this number related to the density of states?

**Solution.** Take a graphene strip of width $W$ with periodic boundary conditions across it. The transverse wavevector then has the values $k_y=2\pi j/W$ with integer $j$. Near each of the two valleys the bands form a cone,

$$|E-E_D|=\hbar v\sqrt{k_x^2+k_y^2},$$

where $v$ is the Fermi velocity. A propagating wave needs a real $k_x$, hence $|k_y|\le \kappa$ with $\kappa=|E-E_D|/\hbar v$. This interval has length $2\kappa$ and holds $2\kappa W/2\pi=\kappa W/\pi$ allowed values. For each of them there are two solutions $\pm k_x$, one of which moves towards the channel. This is true on both sides of the Dirac point; below it the velocity is opposite to the wavevector, but one of the two solutions still moves forward. With two valleys the number of modes per spin is

$$M(E)=\frac{2W}{\pi\hbar v}\,|E-E_D| .$$

The density of states per area and spin, for two valleys, is $D(E)=|E-E_D|/(\pi\hbar^2v^2)$. Half of these states move forward, and their forward velocity $v\cos\theta$, averaged over $-\pi/2<\theta<\pi/2$, is $2v/\pi$. With $h=2\pi\hbar$,

$$h\,\frac{D}{2}\,\frac{2v}{\pi}=\frac{2\pi\hbar\,v}{\pi}\,\frac{|E-E_D|}{\pi\hbar^2v^2}=\frac{2|E-E_D|}{\pi\hbar v}=\frac{M}{W}.$$

The quantity that controls injection is therefore density of states times forward velocity. Because all states on the cone have the same speed, the mode count of graphene is proportional to its density of states. In what follows a "constant-density source" means a source whose mode count is constant.

### (b) Find the current and the swing for an arbitrary mode count $M(E)$. What is the swing of the constant source?

**Solution.** In one mode the states have density $dk_x/2\pi$ per length and spin, and velocity $dE/(\hbar\,dk_x)$. Their product is $dE/h$, so the wavevector drops out. Adding two spins and all modes above the barrier gives

$$I(\Phi)=\frac{2q}{h}\,\mathcal T\int_\Phi^\infty M(E)f(E)\,dE,\qquad f(E)=\frac{1}{1+e^{E/kT}} .$$

The source does not know where the barrier is, so $\Phi$ enters through the lower limit alone:

$$\frac{dI}{d\Phi}=-\frac{2q}{h}\,\mathcal T\,M(\Phi)f(\Phi).$$

The swing is $S=dV_G/d\log_{10}I=\ln 10\;dV_G/d\ln I$. Inserting $dV_G=-d\Phi/q$ cancels the minus sign of the derivative:

$$S=-\frac{\ln10}{q}\,\frac{I}{dI/d\Phi}=\frac{\ln 10}{q}\;\frac{\int_\Phi^\infty M f\,dE}{M(\Phi)f(\Phi)} .$$

The constant transmission has dropped out. The numerator counts all electrons that pass; the denominator counts those at the barrier top, which are the ones removed by a small rise of the barrier. Switching is sharp when much of the current flows close to the barrier top.

For a barrier several $kT$ above the Fermi level, $f\simeq e^{-E/kT}$. With constant $M$ the integral is $M\,kT\,e^{-\Phi/kT}$, and

$$S_0=\frac{kT}{q}\ln 10 .$$

This is the thermal swing. It belongs to a constant mode count and Boltzmann occupation, and is not a bound for every $M(E)$.

### (c) Which property of $M(E)$ decides whether a source switches more sharply than the constant one?

**Solution.** Define the total occupation above an energy,

$$F(E)=\int_E^\infty f(E')\,dE'=kT\ln\!\left(1+e^{-E/kT}\right),\qquad F'(E)=-f(E).$$

Replace $f$ by $-F'$ and integrate by parts. The upper boundary term vanishes because $F$ decays exponentially, while $M$ grows at most as a power:

$$\int_\Phi^\infty Mf\,dE=-\Big[MF\Big]_\Phi^\infty+\int_\Phi^\infty M'F\,dE=M(\Phi)F(\Phi)+\int_\Phi^\infty M'F\,dE .$$

A corner in $M$, such as the one at the Dirac point, does no harm, since $M$ is continuous there. Division by $M(\Phi)f(\Phi)$ gives

$$S=\frac{\ln10}{q}\left[\frac{F(\Phi)}{f(\Phi)}+\frac{1}{M(\Phi)f(\Phi)}\int_\Phi^\infty M'(E)F(E)\,dE\right].$$

The first term is the swing of the constant source at the same barrier and temperature. The source is therefore sharper than the constant one if and only if

$$\int_\Phi^\infty M'(E)F(E)\,dE<0 .$$

It is not enough that $M$ falls at the barrier top. Its slope, averaged over all energies above the barrier with the positive weight $F$, must be negative. For graphene $M'$ is negative below the Dirac point and positive above it, so the two parts of the cone compete.

### (d) Evaluate the graphene current and its swing for Boltzmann occupation, with the barrier below and above the Dirac point.

Parts (a) to (c) have given graphene's mode count, the swing for an arbitrary mode count, and the condition for a source to switch more sharply than the constant one. The evaluation asked for in (d) remains, followed by the best swing, numerical values, the total gain in current ratio, and the effects that weaken the filter.
